Level Shifting in Hartree-Fock: Orbital Rotations and Guaranteed Energy Descent, part 1

(Sections cited here and not found follow in the second part.)

## 1. One level-shifted step

### 1.1 A predicted fall and an actual rise

Two electrons occupy two sites in a closed-shell mean-field model with hopping t, site energies −0.5 t and +0.5 t, and on-site repulsion U = 6 t. Starting from the lowest orbital of the one-electron matrix, one ordinary Roothaan step has a first-order energy change of −5.56 t. The energy actually rises by 1.99 t. If the virtual level is raised by b = 8 t before the diagonalization, the first-order change is only −0.64 t, but now the energy does fall, by 0.40 t.

The first-order change is negative in both cases, so its sign cannot explain the difference. Two results are needed: the Saunders-Hillier formula for the rotation caused by a shifted step, and a separate bound that controls the terms the first-order energy leaves out.

### 1.2 Energy and Fock matrix

The treatment is for closed-shell Hartree-Fock theory with real orbitals. The basis is orthonormal and has N functions; n orbitals are doubly occupied, with 0 < n < N. Labels i, j, k denote occupied orbitals, a, c virtual orbitals, and p, q, r, s basis functions. If c_i is the coefficient vector of occupied orbital i, the projector on the occupied space is

P = Σ_i c_i c_iᵀ,  P² = P,  Tr P = n.

The usual spin-summed density matrix is 2P. Let h be the one-electron matrix and (pq|rs) the repulsion integral with electron 1 in the product pq and electron 2 in rs. The electronic energy is

E = 2 Σ_i h_ii + Σ_ij [2(ii|jj) − (ij|ij)].

Inserting the orbital coefficients turns each occupied sum into an element of P:

Σ_ij (ii|jj) = Σ_pqrs P_pq P_rs (pq|rs),
Σ_ij (ij|ij) = Σ_pqrs P_pq P_rs (pr|qs).

With the linear map

G(P)_pq = Σ_rs P_rs [2(pq|rs) − (pr|qs)],

the energy and the Fock matrix are

E(P) = 2 Tr hP + Tr P G(P),  F = h + G(P).

The map is symmetric: Tr A G(B) = Tr B G(A) for symmetric A and B, because the integrals are unchanged when the pairs pq and rs are exchanged, which settles the Coulomb part, and, for real orbitals, when the two indices within each pair are exchanged, which gives (pr|qs) = (rp|sq) and settles the exchange part. For a new projector P' = P + Δ, the two cross terms of the quadratic part are therefore equal, and

E(P') − E(P) = 2 Tr hΔ + 2 Tr Δ G(P) + Tr Δ G(Δ)
= 2 Tr FΔ + Tr Δ G(Δ).  (1)

No term has been dropped, since E is quadratic in P. The first term is the response in the field of the old density. The second is the energy from the change of the field itself, which a Roothaan step ignores when it diagonalizes a fixed F.

### 1.3 The shifted matrix

Rotations of the occupied orbitals among themselves leave P unchanged, and so do rotations of the virtual orbitals among themselves. This freedom is used to make the two diagonal blocks of F diagonal:

F_ij = e_i δ_ij,  F_ac = e_a δ_ac.

These orbitals are called semicanonical. The numbers e_i and e_a are expectation values of the current F. They are its eigenvalues only if the mixed block F_ai vanishes, which is the condition for a stationary energy.

The level-shifted step diagonalizes

M = F + b(1 − P),  b ≥ 0,  (2)

and fills its n lowest levels. As 1 − P projects on the virtual space, the blocks of M are

M_ij = e_i δ_ij,  M_ac = (e_a + b) δ_ac,  M_ai = F_ai.

The shift raises the virtual diagonal and leaves the coupling alone. Define the smallest separation of the two diagonal blocks,

D = b + min e_a − max e_i,

and assume D > 0 in the rest of this half. A sufficiently large b ensures this even if some virtual e_a lies below an occupied e_i.

The assumption fixes which orbitals are filled. Let λ_1 ≤ λ_2 ≤ … be the eigenvalues of M. By the min-max principle, λ_n is no larger than the greatest expectation value of M in any chosen n-dimensional space. The old occupied space gives

λ_n ≤ max e_i.

In the same way, λ_(n+1) is no smaller than the least expectation value in any chosen space of dimension N − n. The old virtual space gives

λ_(n+1) ≥ min e_a + b.

Hence λ_(n+1) − λ_n ≥ D > 0, whatever the size of F_ai, and the new occupied space is unique.

### 1.4 The rotation

A unit vector in the new occupied space has an expectation value of M of at most λ_n, hence at most max e_i. If it lay wholly in the old virtual space, this value would be at least min e_a + b, which is larger. So no nonzero vector of the new occupied space loses its whole old-occupied part. Both spaces have dimension n, and the new one therefore has a basis of the form

φ'_i = φ_i + Σ_a φ_a X_ai.  (3)

The matrix X is the orbital rotation sought. The φ'_i have overlaps δ_ij + (XᵀX)_ij, so they are orthonormal to first order in X. They need not be individual eigenvectors of M; they span the space that eigenvectors 1 to n span.

That space is invariant under M, which means that M φ'_i = Σ_j φ'_j L_ji for some matrix L. The component along old occupied orbital k gives

L_ki = e_i δ_ki + Σ_a F_ka X_ai.

The component along old virtual orbital a gives

F_ai + (e_a + b) X_ai = Σ_j X_aj L_ji = X_ai e_i + (X F_ov X)_ai,

where F_ov is the occupied-virtual block and F_vo its transpose. Collecting the terms linear in X,

(e_a − e_i + b) X_ai = −F_ai + (X F_ov X)_ai.  (4)

If the last term is dropped,

X_ai = −F_ai / (e_a − e_i + b).  (5)

This is the Saunders-Hillier rotation. The minus sign is that of ordinary perturbation theory: mixing φ_a into φ_i carries the denominator e_i − (e_a + b). No difference e_i − e_j appears, so degenerate occupied orbitals cause no difficulty.

The dropped term can be bounded. Let x be the largest singular value of X, with unit vectors u (occupied) and w (virtual) such that Xu = xw and Xᵀw = xu. Write

A = Σ_i e_i u_i²,  B = Σ_a (e_a + b) w_a²,  f = wᵀ F_vo u.

Then B − A ≥ D. Multiplying (4) by w_a u_i and summing gives

x(B − A) = −f(1 − x²).  (6)

The vector u + xw lies in the new occupied space, and w − xu lies in its orthogonal complement. They have equal norms, so the ordering of the levels requires

A + 2xf + x²B < B − 2xf + x²A,
that is, 4xf < (B − A)(1 − x²).

If x were 1, (6) would give B − A = 0, contrary to D > 0. If x were above 1, (6) would make f positive, and the inequality would set a positive number below a negative one. So x < 1, and (6) yields

x ≤ |f|/D ≤ ‖F_vo‖₂/D,

where ‖·‖₂ is the largest singular value. The last term of (4) is then at most ‖F_vo‖₂³/D² in this norm, hence also element by element. Each denominator is at least D, so the error of every element of (5) is at most

‖F_vo‖₂³/D³.

The error of the rotation formula is thus of third order in F_ai. At fixed P its relative error falls as 1/b² for large b.

### 1.5 The energy through second order

The projector on the space spanned by the orbitals (3) must include their inverse overlap matrix, (1 + XᵀX)⁻¹ = 1 − XᵀX + … . Its blocks give

Δ_oo = −XᵀX,  Δ_vo = X,  Δ_vv = XXᵀ,

with corrections of fourth order in the diagonal blocks and third order in the mixed block. The charge leaving the occupied orbitals enters the virtual ones, so Tr Δ = 0.

The mixed block occurs twice in the trace, as ai and as ia. Thus

2 Tr FΔ = 4 Σ_ai F_ai X_ai + 2 Σ_ai (e_a − e_i) X_ai² + … .

The factor 4 is 2 for double occupancy times 2 for the two mixed blocks. In the second term of (1), the leading part of Δ is the symmetric matrix Y with blocks Y_vo = X, Y_ov = Xᵀ and zero diagonal blocks. Through second order in X,

E(P') − E(P) = 4 Σ F_ai X_ai + 2 Σ (e_a − e_i) X_ai² + Tr Y G(Y).  (7)

Putting (5) into the linear term gives the first-order energy change

E₁ = −4 Σ_ai F_ai² / (e_a − e_i + b).  (8)

Every denominator is at least D, so E₁ is negative unless all F_ai vanish. If D were negative, some denominators could be negative and (8) could come out positive, but (5) and (8) then need not describe the step, since other levels may be filled; section 2.2 shows that the term 2 Tr FΔ is never positive, whatever the sign of D. The signs of the individual F_ai depend on the arbitrary signs of the orbitals, but (8) contains squares.

"First order" here means first order in the rotation. Because the rotation is itself proportional to F_ai, E₁ is quadratic in F_ai. So are the two remaining terms of (7). At a fixed b, a small F_ai therefore does not make them negligible against E₁. A large b does: E₁ falls as 1/b, those two terms as 1/b², and the omitted ones as 1/b³.

For large b the rotation tends to −F_ai/b. Since 4F_ai is the derivative of E with respect to X_ai, this is a steepest-descent step of length 1/(4b).

### 1.6 The first step in numbers

In the two-site model the only nonzero repulsion integrals are (11|11) = (22|22) = U. Hence G(P) is diagonal, with elements (2U − U)P_11 = U P_11 and U P_22. The starting projector has P_11 = 0.72361, P_22 = 0.27639 and P_12 = 0.44721, so that

F_11 = −0.5 + 6 × 0.72361 = 3.842 t,
F_22 = 0.5 + 6 × 0.27639 = 2.158 t,
F_12 = −1 t.

In the semicanonical orbitals e_i = 2.48197 t, e_a = 3.51803 t and F_ai = 1.20000 t, with the virtual orbital's sign chosen to make F_ai positive. The gap is 1.03606 t. Without a shift,

X = −1.20000/1.03606 = −1.158,
E₁ = −4 × 1.44000/1.03606 = −5.56 t.

Here D = 1.036 t is positive, so the formula's assumption holds, but its correction is large: the actual X is −0.658. Equation (1) shows where the energy goes. With X = −0.65751, the fraction of the orbital that becomes virtual is

X²/(1 + X²) = 0.3018,

and the mixed element of Δ is X/(1 + X²) = −0.4591. Therefore

2 Tr FΔ = 2 × [1.03606 × 0.3018 − 2 × 1.2 × 0.4591] = −1.58 t.

Let o and v be the occupied and virtual vectors. They have o_1² = P_11, v_1² = P_22 and, with the chosen sign, o_1 v_1 = P_12. The occupation of site 1 per spin changes by

Δ_11 = 0.3018 × (0.27639 − 0.72361) − 2 × 0.4591 × 0.44721 = −0.5456,

and that of site 2 by the opposite amount. The second term of (1) is

Tr Δ G(Δ) = 2 × 6 × 0.5456² = 3.57 t.

The sum, 1.99 t, is the observed rise. The orbital lowers its energy in the old field by moving charge off the crowded site, but it moves so much that the other site becomes crowded.

With b = 8 t the denominator is 9.03606 t. The formula gives X = −0.1328 and the diagonalization −0.1305. The first-order energy is −0.637 t, the second-order expression (7) gives −0.432 t, and the actual change is −0.402 t. With b = 100 t the first-order and actual values are −0.0570 t and −0.0553 t. The prediction improves as the step becomes smaller. The energy gained is not monotonic in the shift: it is 0.270 t at b = 3 t, 0.402 t at b = 8 t and 0.0553 t at b = 100 t. It passes through a maximum at an intermediate shift and falls as 1/b at large b.

## 2. Guaranteed descent, convergence and cost

### 2.1 Symbols and results carried over

P is the projector on the n doubly occupied orbitals in an orthonormal basis of N functions, F = h + G(P) is the Fock matrix, and Δ = P' − P is the change made by one step. The step fills the n lowest levels of M = F + b(1 − P). In semicanonical orbitals F has diagonal elements e_i and e_a and a mixed block F_ai. When D = b + min e_a − max e_i is positive, the rotation is X_ai = −F_ai/(e_a − e_i + b) to leading order, and the first-order energy change is −4 Σ F_ai²/(e_a − e_i + b). The energy obeys the identity

E(P') − E(P) = 2 Tr FΔ + Tr Δ G(Δ).  (1)

The negative first-order term does not by itself ensure descent. The next argument does, and it requires neither a small rotation nor D > 0.

### 2.2 A bound for steps of any size

Among all projectors Q of rank n, P' minimizes Tr MQ. To see this, write the trace in the eigenvectors of M:

Tr MQ = Σ_k λ_k q_k,  0 ≤ q_k ≤ 1,  Σ_k q_k = n.

The sum is smallest when the n lowest levels have weight 1 and the others 0, which is how P' is built. The old projector P is one of the competitors, so

Tr MP' ≤ Tr MP.

Insert M = F + b − bP. The constant b contributes bn to both sides and cancels. With Tr P² = n,

Tr FP' − b Tr PP' ≤ Tr FP − bn,
Tr FΔ ≤ b(Tr PP' − n).

The bracket measures the size of the step. With the norm ‖Δ‖² = Tr Δ²,

‖Δ‖² = Tr P'² + Tr P² − 2 Tr PP' = 2n − 2 Tr PP',

so Tr PP' − n = −‖Δ‖²/2, and

2 Tr FΔ ≤ −b‖Δ‖².  (9)

The shift therefore acts as a penalty on the distance between the new and old projectors.

The other term of (1) is limited by the two-electron map. Let g be the largest eigenvalue of G on traceless symmetric matrices. Since Δ is symmetric and Tr Δ = n − n = 0,

Tr Δ G(Δ) ≤ g‖Δ‖².

Adding the two inequalities gives

E(P') − E(P) ≤ −(b − g)‖Δ‖².  (10)

For b > g the energy falls whenever the projector changes. If it does not change, then P' = P commutes with M, hence with F, and F_ai = 0. A step from a nonstationary point with b > g therefore lowers the energy strictly.

The threshold g depends on the basis and the integrals but not on the current density, so one value serves the whole iteration. It is sufficient and not necessary. The inequalities (9) and (10) were tested from random starting projectors in the two-site model and in water, at zero shift and at shifts below and above g.

In the two-site model a traceless symmetric matrix is a combination of diag(1, −1) and an off-diagonal part. G multiplies the first by U and sends the second to zero, so g = U = 6 t. For the first step with b = 8 t, the actual rotation X = −0.13054 gives

‖Δ‖² = 2X²/(1 + X²) = 0.0335,

and (10) promises a fall of at least (8 − 6) × 0.0335 = 0.067 t. The actual fall of 0.402 t is six times as large. The bound secures the sign and is not an estimate of the gain.

The rotation and energy change of a single level-shifted step have been derived, and any shift b > g has been shown to lower the energy from a nonstationary point. What remains is to show what the repeated steps converge to, how fast they do so, and how the method performs in water and is used in a working code.

Numbers in the example were calculated in double precision.
